# The Grote-Hynes Escape Rate for a Parabolic Barrier with Memory Friction: test program

```python
"""
Result under test: the Grote-Hynes escape rate
    k = (lam/omega_b) * (omega_0/(2 pi)) * exp(-E/kT),
    lam**2 + lam*K(lam) = omega_b**2,   K(z) = Laplace transform of the memory,
for m x'' = -U'(x) - m * integral(memory(t-s) x'(s) ds) + thermal noise.
omega_b, omega_0: barrier and well frequencies; E: barrier height;
gamma: static friction, the time integral of the memory; tau: memory time.
Memoryless friction, K = gamma, must give Kramers' rate.
Units inside the program: ps, nm, eV, K (frequencies in rad/ps).
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, toeplitz
from scipy.optimize import brentq
from scipy.special import wofz

# ---------- inputs of the worked example ----------
mass_u, barrier, hop, temperature = 16.0, 0.7, 0.28, 600.0
gamma, tau = 60.0, 0.05
field_MV_cm, charge = 1.0, 2.0
half_hop = hop / 2
mass = mass_u * const.atomic_mass
k_eV = const.k / const.e
kT = k_eV * temperature
height = barrier / kT
# U = E (1 - x^2/b^2)^2 has curvatures -4E/b^2 (top) and 8E/b^2 (well)
omega_b = np.sqrt(4 * barrier * const.e / mass) / (half_hop * 1e-9) * 1e-12
omega_0 = np.sqrt(2) * omega_b
g = gamma / tau


def reactive_frequency(transform, wb=omega_b):
    return brentq(lambda z: z * z + z * transform(z) - wb**2,
                  1e-7 * wb, 2 * wb, xtol=1e-13)


def exponential_transform(z, friction=gamma, time=tau):
    return friction / (1 + z * time)


def kramers_frequency(friction, wb=omega_b):
    return np.sqrt(friction**2 / 4 + wb**2) - friction / 2


lam = reactive_frequency(exponential_transform)
lam_kramers = kramers_frequency(gamma)
kappa, kappa_kramers = lam / omega_b, lam_kramers / omega_b

# ---------- cubic equation and limits of the memory time ----------
cubic = np.array([tau, 1.0, gamma - omega_b**2 * tau, -omega_b**2])
poles = np.roots(cubic).astype(complex)
assert abs(max(poles.real) - lam) < 1e-8 * lam
short = reactive_frequency(lambda z: exponential_transform(z, gamma, 1e-7))
assert abs(short / lam_kramers - 1) < 1e-4
strong = 100 * omega_b
strong_root = reactive_frequency(lambda z: strong)
assert abs(strong_root * strong / omega_b**2 - 1) < 1e-3
long_time = 100.0
g_weak, g_cage = 0.5 * omega_b**2, 1.5 * omega_b**2
root_weak = reactive_frequency(
    lambda z: exponential_transform(z, g_weak * long_time, long_time))
root_cage = reactive_frequency(
    lambda z: exponential_transform(z, g_cage * long_time, long_time))
assert abs(root_weak / np.sqrt(omega_b**2 - g_weak) - 1) < 2e-3
cage_law = omega_b**2 / (long_time * (g_cage - omega_b**2))
assert abs(root_cage / cage_law - 1) < 2e-3

# ---------- Gaussian memory: direct solution of the memory equation ----------
width = 0.04
peak = gamma / (width * np.sqrt(np.pi / 2))


def gaussian_transform(z):
    return quad(lambda t: peak * np.exp(-t * t / (2 * width**2) - z * t),
                0, 12 * width, epsabs=1e-11, epsrel=1e-11)[0]


lam_gauss = reactive_frequency(gaussian_transform)
steps, step = 2000, 3.5e-4
times = step * np.arange(steps + 1)
memory = peak * np.exp(-times**2 / (2 * width**2))
response, slope = np.zeros(steps + 1), np.zeros(steps + 1)
slope[0] = 1.0
force = 0.0
for n in range(steps):
    past = 0.5 * memory[n + 1] * slope[0]
    if n > 0:
        past += memory[n:0:-1] @ slope[1:n + 1]
    known = omega_b**2 * (response[n] + step / 2 * slope[n]) - step * past
    denominator = 1 - step**2 / 4 * (omega_b**2 - memory[0])
    slope[n + 1] = (slope[n] + step / 2 * (force + known)) / denominator
    response[n + 1] = response[n] + step / 2 * (slope[n] + slope[n + 1])
    force = (omega_b**2 * response[n + 1]
             - step * (past + 0.5 * memory[0] * slope[n + 1]))
growth = slope[-1] / response[-1]
assert abs(growth / lam_gauss - 1) < 1e-3
area = np.concatenate(([0.0], np.cumsum(response[1:] + response[:-1]) * step / 2))
chi = 1 + omega_b**2 * area
variance_errors = []
for last in (300, steps):
    weighted = step * response[:last + 1].copy()
    weighted[-1] *= 0.5
    direct = weighted @ toeplitz(memory[:last + 1]) @ weighted
    formula = (chi[last]**2 - 1) / omega_b**2 - response[last]**2
    variance_errors.append(abs(direct / formula - 1))
assert max(variance_errors) < 2e-3
late_kappa = omega_b * response[-1] / np.sqrt(chi[-1]**2 - 1)
assert abs(late_kappa / (lam_gauss / omega_b) - 1) < 1e-3
assert lam_kramers < lam_gauss < omega_b and lam_kramers < lam < omega_b

# number of growing solutions from the argument principle
arc = 0.01 + 400 * np.exp(1j * np.linspace(-np.pi / 2, np.pi / 2, 20001))
line = 0.01 + 1j * np.linspace(400, -400, 200001)
path = np.concatenate((arc, line[1:]))
values = (path**2 + path * gamma * wofz(1j * width * path / np.sqrt(2))
          - omega_b**2)
winding = np.sum(np.angle(values[1:] / values[:-1])) / (2 * np.pi)
assert abs(winding - 1) < 1e-6

# ---------- transmission as a function of time: stochastic trajectories ----------
residues = (1 + poles * tau) / np.polyval(np.polyder(cubic), poles)


def transmission(t):
    green = np.sum(residues * np.exp(poles * t)).real
    integral = np.sum(residues * (np.exp(poles * t) - 1) / poles).real
    return omega_b * green / np.sqrt((1 + omega_b**2 * integral)**2 - 1)


rng = np.random.default_rng(7)
walkers, dt = 100000, 5e-4
x = np.zeros(walkers)
v = np.sqrt(-2 * np.log(1 - rng.random(walkers)))   # flux-weighted speeds
z = rng.standard_normal(walkers)                     # bath variable
decay = np.exp(-dt / tau)
kick = np.sqrt(1 - decay**2)
drive = np.sqrt(g) * tau * (1 - decay)
samples = {40: None, 100: None, 400: None}
for n in range(1, 401):
    v += dt / 2 * (omega_b**2 * x + np.sqrt(g) * z)
    x += dt / 2 * v
    z = decay * z - drive * v + kick * rng.standard_normal(walkers)
    x += dt / 2 * v
    v += dt / 2 * (omega_b**2 * x + np.sqrt(g) * z)
    if n in samples:
        samples[n] = 2 * np.mean(x > 0) - 1
for n, sampled in samples.items():
    # four standard errors plus a small time-step allowance
    error = np.sqrt((1 - sampled**2) / walkers)
    assert abs(sampled - transmission(n * dt)) < 4 * error + 0.002

# ---------- oscillator bath: normal modes at saddle and well ----------
modes = 300
angles = (np.arange(modes) + 0.5) * np.pi / (2 * modes)
bath = np.tan(angles) / tau
weights = np.full(modes, g / modes)


def normal_modes(curvature):
    hessian = np.diag(np.concatenate(([curvature + weights.sum()], bath**2)))
    hessian[0, 1:] = hessian[1:, 0] = -np.sqrt(weights) * bath
    return np.linalg.eigvalsh(hessian)


saddle, well = normal_modes(-omega_b**2), normal_modes(omega_0**2)
assert saddle[0] < 0 < saddle[1] and well[0] > 0
lam_modes = np.sqrt(-saddle[0])
assert abs(lam_modes / lam - 1) < 1e-5
prefactor_modes = np.exp(0.5 * (np.log(well).sum()
                                - np.log(saddle[1:]).sum())) / (2 * np.pi)
prefactor = kappa * omega_0 / (2 * np.pi)
assert abs(prefactor_modes / prefactor - 1) < 1e-5

# quantum correction: Matsubara product against quantum normal modes
thermal = const.k * temperature / const.hbar * 1e-12
nu = 2 * np.pi * thermal * np.arange(1, 20001)
dressed = nu**2 + nu * exponential_transform(nu)
quantum = np.exp(np.sum(np.log((dressed + omega_0**2)
                               / (dressed - omega_b**2))))


def log_quantum_ratio(squares):
    u = np.sqrt(squares) / (2 * thermal)
    return np.sum(np.log(u / np.sinh(u)))


u_lam = lam_modes / (2 * thermal)
quantum_modes = (u_lam / np.sin(u_lam)) * np.exp(
    log_quantum_ratio(saddle[1:]) - log_quantum_ratio(well))
assert abs(quantum_modes - quantum) < 1e-5
crossover = const.hbar * lam * 1e12 / (2 * np.pi * const.k)


# ---------- full rate from the phase-space relaxation eigenvalue ----------
def escape_from_eigenvalue(B, white, coupling, time, nx, nv, nz):
    """Half the slowest relaxation rate in U/kT = B(1-x^2)^2.
    Hermite functions for position, velocity and one bath variable;
    odd total parity removes the equilibrium state."""
    length = 0.2 * (14 / B)**0.25
    speed = omega_b / (2 * np.sqrt(B))
    a = np.diag(np.sqrt(np.arange(1, nx + 6)), 1)
    pos = length * (a + a.T) / np.sqrt(2)
    der = (a - a.T) / (np.sqrt(2) * length)
    D = speed * (der + 2 * B * (pos @ pos @ pos - pos))
    D = sp.csr_matrix(D[:nx, :nx])
    b = sp.csr_matrix(np.diag(np.sqrt(np.arange(1, nv)), 1))
    c = sp.csr_matrix(np.diag(np.sqrt(np.arange(1, nz)), 1))
    ix, iv, iz = sp.identity(nx), sp.identity(nv), sp.identity(nz)

    def product(p, q, r):
        return sp.kron(sp.kron(p, q), r, format="csr")

    A = (white * product(ix, b.T @ b, iz) + product(ix, iv, c.T @ c) / time
         + product(D, b.T, iz) - product(D.T, b, iz)
         - np.sqrt(coupling) * (product(ix, b.T, c) - product(ix, b, c.T)))
    parity = np.indices((nx, nv, nz)).sum(axis=0).ravel() % 2
    odd = np.flatnonzero(parity)
    A = A.tocsr()[odd][:, odd].tocoo()
    band = int(np.max(np.abs(A.row - A.col)))
    banded = np.zeros((2 * band + 1, len(odd)))
    banded[band + A.row - A.col, A.col] = A.data
    vector = np.ones(len(odd)) / np.sqrt(len(odd))
    for _ in range(4):
        solved = solve_banded((band, band), banded, vector)
        eigenvalue = 1 / (vector @ solved)
        vector = solved / np.linalg.norm(solved)
    return eigenvalue / 2


def rate_formula(frequency, B):
    return frequency / omega_b * omega_0 / (2 * np.pi) * np.exp(-B)


full = escape_from_eigenvalue(height, 0.0, g, tau, 60, 11, 11)
full_large = escape_from_eigenvalue(height, 0.0, g, tau, 68, 13, 13)
full_low = escape_from_eigenvalue(height / 2, 0.0, g, tau, 60, 11, 11)
basis_shift = full_large / full - 1
ratio = full_large / rate_formula(lam, height)
ratio_low = full_low / rate_formula(lam, height / 2)
white = escape_from_eigenvalue(height, gamma, 0.0, 1.0, 64, 18, 1)
white_low = escape_from_eigenvalue(height / 2, gamma, 0.0, 1.0, 64, 18, 1)
ratio_white = white / rate_formula(lam_kramers, height)
ratio_white_low = white_low / rate_formula(lam_kramers, height / 2)
assert abs(basis_shift) < 5e-3
# linear extrapolation in kT/E leaves terms of order (kT/E)^2
limit = 2 * ratio - ratio_low
limit_white = 2 * ratio_white - ratio_white_low
assert abs(limit - 1) < 0.03
assert abs(limit_white - 1) < 0.03
weak_gamma = 0.03 * omega_b
weak = escape_from_eigenvalue(height / 2, weak_gamma, 0.0, 1.0, 64, 60, 1)
weak_ratio = weak / rate_formula(kramers_frequency(weak_gamma), height / 2)
assert 0 < weak_ratio < 0.8

# ---------- results and neglected effects of the example ----------
k_tst = omega_0 / (2 * np.pi) * np.exp(-height) * 1e12
k_gh, k_kr = kappa * k_tst, kappa_kramers * k_tst
work = charge * field_MV_cm * 0.1 * half_hop        # eV; 1 MV/cm = 0.1 V/nm
tilt = np.array([barrier, 0, -2 * barrier, -work, barrier])
extrema = np.sort(np.roots(np.polyder(tilt)).real)
tilted = np.polyval(tilt, extrema[1]) - np.polyval(tilt, extrema[0])
height_300 = barrier / (k_eV * 300.0)
k_300 = rate_formula(lam, height_300) * 1e12

print(f"ion mass {mass_u:.0f} u; barrier E {barrier:.2f} eV; hop {hop:.2f} nm")
print(f"temperature {temperature:.0f} K; kT {kT:.5f} eV; E/kT {height:.3f}")
print(f"static friction gamma {gamma:.0f} /ps; memory time tau {tau:.2f} ps")
print(f"initial memory g = gamma/tau {g:.0f} /ps^2")
print(f"barrier frequency omega_b {omega_b:.3f} rad/ps")
print(f"omega_b squared {omega_b**2:.1f} /ps^2")
print(f"well frequency omega_0 {omega_0:.3f} rad/ps")
print(f"thermal length at barrier {half_hop / (2 * np.sqrt(height)):.4f} nm")
print(f"Grote-Hynes lambda {lam:.4f} /ps; kappa {kappa:.4f}")
print(f"friction felt, K(lambda) {exponential_transform(lam):.3f} /ps")
print(f"Kramers lambda {lam_kramers:.4f} /ps; kappa {kappa_kramers:.4f}")
print(f"transition-state rate {k_tst:.4e} /s")
print(f"Grote-Hynes rate {k_gh:.4e} /s; dwell time {1e6 / k_gh:.4f} us")
print(f"Kramers rate {k_kr:.4e} /s; dwell time {1e6 / k_kr:.4f} us")
print(f"Grote-Hynes / Kramers rate {k_gh / k_kr:.4f}")
for time in (0.005, 0.02, 0.2):
    root = reactive_frequency(lambda q: exponential_transform(q, gamma, time))
    print(f"same gamma, tau {time:.3f} ps: kappa {root / omega_b:.4f}")
print(f"long memory 100 ps, g = 0.5 omega_b^2: lambda {root_weak:.4f} /ps")
print(f"long memory 100 ps, g = 1.5 omega_b^2: lambda {root_cage:.5f} /ps")
for n, sampled in samples.items():
    print(f"kappa(t) at {n * dt:.2f} ps: formula {transmission(n * dt):.4f}, "
          f"trajectories {sampled:.4f}")
print(f"trajectories used {walkers}")
print(f"Gaussian memory, width {width:.2f} ps: root {lam_gauss:.4f} /ps")
print(f"Gaussian memory, growth rate from dynamics {growth:.4f} /ps")
print(f"largest relative error, noise variance {max(variance_errors):.1e}")
print(f"roots in right half-plane (contour) {winding:.4f}")
print(f"lambda from {modes}-oscillator bath {lam_modes:.4f} /ps")
print(f"prefactor: bath modes {prefactor_modes:.5f}, formula {prefactor:.5f} /ps")
print(f"eigenvalue escape rate, quartic well {full_large * 1e12:.4e} /s")
print(f"basis-enlargement shift {100 * basis_shift:.4f} %")
print(f"eigenvalue/Grote-Hynes: {ratio:.4f} at E/kT {height:.2f}")
print(f"eigenvalue/Grote-Hynes: {ratio_low:.4f} at E/kT {height / 2:.2f}")
print(f"extrapolated to high barrier {limit:.4f}")
print(f"memoryless eigenvalue/Kramers: {ratio_white:.4f} at E/kT {height:.2f}")
print(f"memoryless eigenvalue/Kramers: {ratio_white_low:.4f} "
      f"at E/kT {height / 2:.2f}")
print(f"memoryless, extrapolated {limit_white:.4f}")
print(f"weak friction 0.03 omega_b, E/kT {height / 2:.2f}: "
      f"eigenvalue/Kramers {weak_ratio:.4f}")
print(f"quantum correction factor {quantum:.5f}")
print(f"tunnelling crossover temperature {crossover:.2f} K")
print(f"field {field_MV_cm:.0f} MV/cm on charge {charge:.0f} e: "
      f"barrier {tilted:.5f} eV")
print(f"field factor in Boltzmann term {np.exp((barrier - tilted) / kT):.4f}")
print(f"barrier error 0.05 eV: rate factor {np.exp(0.05 / kT):.3f}")
print(f"Grote-Hynes rate at 300 K {k_300:.4e} /s; dwell {1 / k_300:.4f} s")
print("no test failed")
```

Output:

```
ion mass 16 u; barrier E 0.70 eV; hop 0.28 nm
temperature 600 K; kT 0.05170 eV; E/kT 13.539
static friction gamma 60 /ps; memory time tau 0.05 ps
initial memory g = gamma/tau 1200 /ps^2
barrier frequency omega_b 29.351 rad/ps
omega_b squared 861.5 /ps^2
well frequency omega_0 41.508 rad/ps
thermal length at barrier 0.0190 nm
Grote-Hynes lambda 17.4082 /ps; kappa 0.5931
friction felt, K(lambda) 32.079 /ps
Kramers lambda 11.9699 /ps; kappa 0.4078
transition-state rate 8.7140e+06 /s
Grote-Hynes rate 5.1683e+06 /s; dwell time 0.1935 us
Kramers rate 3.5537e+06 /s; dwell time 0.2814 us
Grote-Hynes / Kramers rate 1.4543
same gamma, tau 0.005 ps: kappa 0.4256
same gamma, tau 0.020 ps: kappa 0.4818
same gamma, tau 0.200 ps: kappa 0.8428
long memory 100 ps, g = 0.5 omega_b^2: lambda 20.7592 /ps
long memory 100 ps, g = 1.5 omega_b^2: lambda 0.02000 /ps
kappa(t) at 0.02 ps: formula 0.9493, trajectories 0.9503
kappa(t) at 0.05 ps: formula 0.7916, trajectories 0.7924
kappa(t) at 0.20 ps: formula 0.5927, trajectories 0.5912
trajectories used 100000
Gaussian memory, width 0.04 ps: root 15.8245 /ps
Gaussian memory, growth rate from dynamics 15.8244 /ps
largest relative error, noise variance 7.3e-06
roots in right half-plane (contour) 1.0000
lambda from 300-oscillator bath 17.4082 /ps
prefactor: bath modes 3.91823, formula 3.91823 /ps
eigenvalue escape rate, quartic well 5.0221e+06 /s
basis-enlargement shift 0.0255 %
eigenvalue/Grote-Hynes: 0.9717 at E/kT 13.54
eigenvalue/Grote-Hynes: 0.9282 at E/kT 6.77
extrapolated to high barrier 1.0152
memoryless eigenvalue/Kramers: 0.9775 at E/kT 13.54
memoryless eigenvalue/Kramers: 0.9520 at E/kT 6.77
memoryless, extrapolated 1.0030
weak friction 0.03 omega_b, E/kT 6.77: eigenvalue/Kramers 0.2840
quantum correction factor 1.01753
tunnelling crossover temperature 21.16 K
field 1 MV/cm on charge 2 e: barrier 0.67221 eV
field factor in Boltzmann term 1.7117
barrier error 0.05 eV: rate factor 2.630
Grote-Hynes rate at 300 K 6.8172e+00 /s; dwell 0.1467 s
no test failed
```
